# Quadratic Stark shift of the contact hyperfine coupling of a donor

An electron of isotropic effective mass \(m^*\) (in electron masses) is bound to a fixed unit positive charge in a medium of relative permittivity \(\varepsilon\). A weak, static, uniform electric field \(F\) points along \(+z\). The donor is unstrained, spin–orbit coupling is neglected, and at first no short-range potential acts near the nucleus. In Hartree atomic units the envelope Hamiltonian is

\[
H=-\frac{\nabla_R^2}{2m^*}-\frac{1}{\varepsilon R}+FZ .
\]

The field term is positive because the electron has charge \(-1\) and the electrostatic potential is \(-FZ\).

## Part (a): scaling

**Question.** Remove \(m^*\) and \(\varepsilon\) from the problem, and identify the single parameter that measures the field.

**Answer.** Put \(\mathbf R=a^*\mathbf r\) with \(a^*=\varepsilon/m^*\). The kinetic term acquires the factor \(1/(m^*a^{*2})=m^*/\varepsilon^2\), and the Coulomb term acquires \(1/(\varepsilon a^*)=m^*/\varepsilon^2\). With this common factor as the energy unit \(E_h^*\),

\[
\frac{H}{E_h^*}=H_0+fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r,
\]
\[
f=\frac{Fa^*}{E_h^*}=\frac{F}{F_0^*},\qquad F_0^*=\frac{m^{*2}}{\varepsilon^3}F_{\rm at},
\]

where \(F_{\rm at}\) is the atomic unit of field. The density carries a factor \(1/a^{*3}\), which cancels from fractional changes.

For \(f=0\) the ground state is \(\psi_0=e^{-r}/\sqrt\pi\), with \(E_0=-\tfrac12\). For any \(f>0\) the potential energy falls without limit towards negative \(z\), so the state can tunnel out and is a resonance. The expansion below describes it while tunnelling is negligible.

## Part (b): first order

**Question.** Write \(\psi=\psi_0+f\psi_1+f^2\psi_2+\dots\), with real functions. Find \(\psi_1\) in closed form and the second-order energy.

**Answer.** Write each correction as \(\psi_k=g_k\psi_0\). The product rule gives

\[
\nabla^2(g\psi_0)=\psi_0\nabla^2g+2\nabla g\cdot\nabla\psi_0+g\nabla^2\psi_0 .
\]

The last term combines with the Coulomb term and \(-E_0\) to give \(g(H_0-E_0)\psi_0=0\). Since \(\nabla\psi_0=-\hat{\mathbf r}\psi_0\),

\[
(H_0-E_0)(g\psi_0)=-\tfrac12(Dg)\psi_0,\qquad Dg=\nabla^2g-2\,\partial_rg .
\]

On a power of \(r\) times a Legendre polynomial,

\[
D(r^nP_l)=\{[n(n+1)-l(l+1)]r^{n-2}-2nr^{n-1}\}P_l. \tag{1}
\]

The first-order energy \(\langle\psi_0|z|\psi_0\rangle\) vanishes by parity. The first-order equation is therefore \((H_0-E_0)\psi_1=-z\psi_0\), or \(Dg_1=2r\cos\theta\). Try \(g_1=(\alpha r+\beta r^2)\cos\theta\). Equation (1) with \(l=1\) gives

\[
-2\alpha+4\beta-4\beta r=2r,
\]

so \(\beta=-\tfrac12\) and \(\alpha=2\beta=-1\):

\[
\psi_1=-r\cos\theta\left(1+\frac r2\right)\psi_0 .
\]

A multiple of \(\psi_0\) could be added without spoiling the equation. Normalization at first order, \(2\langle\psi_0|\psi_1\rangle=0\), excludes it. No other normalizable solution of the homogeneous equation exists, because the ground state is nondegenerate.

The averages needed from here on are

\[
\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}} .
\]

Thus \(\langle r^2\rangle=3\), \(\langle r^3\rangle=15/2\) and \(\langle r^4\rangle=45/2\). Projecting the second-order equation

\[
(H_0-E_0)\psi_2=E_2\psi_0-z\psi_1 \tag{2}
\]

on \(\psi_0\) makes the left side zero. With the angular average \(\overline{\cos^2\theta}=1/3\),

\[
E_2=\langle\psi_0|z|\psi_1\rangle
=-\frac13\left(\langle r^2\rangle+\frac12\langle r^3\rangle\right)=-\frac94 .
\]

The negative sign means that polarization lowers the energy.

## Part (c): second order

**Question.** Solve for \(\psi_2\). Which part of it can contribute to the density at the nucleus, and what does the differential equation leave undetermined?

**Answer.** Substitute \(g_1\) and \(E_2\) into (2), divide by \(\psi_0\) and multiply by \(-2\):

\[
Dg_2=\frac92-(2r^2+r^3)\cos^2\theta .
\]

Using \(\cos^2\theta=\tfrac13+\tfrac23P_2\), separate the two angular parts.

For the \(s\) part, try \(C+ar+br^2+cr^3+dr^4\). Equation (1) with \(l=0\) gives

\[
\begin{aligned}
&\frac{2a}{r}+(6b-2a)+(12c-4b)r+(20d-6c)r^2-8dr^3\\
&\qquad=\frac92-\frac23r^2-\frac13r^3 .
\end{aligned}
\]

The cubic terms give \(d=1/24\). The quadratic terms give \(6c=20/24+2/3=3/2\), so \(c=1/4\). The linear terms give \(b=3c=3/4\). The constant terms then require \(9/2-2a=9/2\), hence \(a=0\), and the \(1/r\) term agrees. This agreement also confirms \(E_2\): another value would have forced \(a\neq0\) and left an unmatched \(1/r\) term.

For the \(d\) part, try \((\alpha r^2+\beta r^3+\gamma r^4)P_2\). With \(l=2\),

\[
(6\beta-4\alpha)r+(14\gamma-6\beta)r^2-8\gamma r^3
=-\frac43r^2-\frac23r^3 .
\]

Hence \(\gamma=1/12\). Then \(6\beta=14/12+4/3=5/2\), so \(\beta=5/12\), and \(\alpha=3\beta/2=5/8\). Altogether

\[
\begin{aligned}
g_2={}&C+\frac{3r^2}{4}+\frac{r^3}{4}+\frac{r^4}{24}\\
&+\left(\frac{5r^2}{8}+\frac{5r^3}{12}+\frac{r^4}{12}\right)P_2 .
\end{aligned}
\]

At \(r=0\) only \(C\) survives. The equation cannot determine it, because \(C\psi_0\) solves the homogeneous equation. The quantity that controls the density at the nucleus must come from normalization.

## Part (d): normalization and the density

**Question.** Normalize the state through order \(f^2\) and find the fractional change of the density at the nucleus. Separate the loss of norm to \(\psi_1\) from the rearrangement within the \(s\) channel.

**Answer.** The coefficient of \(f^2\) in \(\langle\psi|\psi\rangle=1\) is

\[
2\langle\psi_0|\psi_2\rangle+\langle\psi_1|\psi_1\rangle=0 .
\]

The first-order norm is

\[
\begin{aligned}
\langle\psi_1|\psi_1\rangle
&=\frac13\left\langle r^2+r^3+\frac{r^4}{4}\right\rangle\\
&=\frac13\left(3+\frac{15}{2}+\frac{45}{8}\right)=\frac{43}{8} .
\end{aligned}
\]

The \(P_2\) part of \(g_2\) averages to zero over angle, so

\[
\langle\psi_0|\psi_2\rangle=C+\frac94+\frac{15}{8}+\frac{15}{16}=C+\frac{81}{16} .
\]

Therefore \(C=-43/16-81/16=-31/4\). At the origin \(\psi_1\) vanishes, so the density through second order is \(\psi_0(0)^2(1+2Cf^2)\):

\[
\boxed{\frac{|\psi(0)|^2}{|\psi_0(0)|^2}=1-\frac{31}{2}f^2+O(f^4)}
\]

Odd powers are absent because reversing the field mirrors the state through the origin and leaves the density there unchanged.

If \(\psi_2\) is instead chosen orthogonal to \(\psi_0\), then \(C=-81/16\) and the norm is \(1+(43/8)f^2\). Dividing by the norm gives

\[
\frac{1-(81/8)f^2}{1+(43/8)f^2}=1-\left(\frac{81}{8}+\frac{43}{8}\right)f^2+O(f^4),
\]

the same result. The contribution \(-43/8\) is probability transferred to the \(p\) function, which has a node at the nucleus. The contribution \(-81/8\) comes from the \(s\) part of the orthogonal correction. Its factor \(-81/16+3r^2/4+r^3/4+r^4/24\) starts negative and rises steadily with \(r\), so it moves charge outward. Omitting normalization would give only 65% of the full coefficient.

As an independent test, the Hamiltonian was diagonalized at \(f=0.002\), \(0.004\) and \(0.006\). Extrapolating the density change divided by \(f^2\) to zero field gave \(-15.50000\). The same fit gave a fourth-order density coefficient of about \(-769\).

## Part (e): hyperfine coupling

**Question.** Convert the density change to a shift of the isotropic hyperfine coupling \(A\). The field also makes the charge cloud nonspherical: how large is the resulting dipolar coupling for a bare nucleus?

**Answer.** The contact coupling is proportional to the electron density at the nucleus. In a crystal this is the envelope density times a factor from the rapidly varying Bloch function. Assume that the field leaves this factor unchanged. It then cancels, and

\[
\frac{\Delta A}{A}=\eta_2F^2,\qquad
\eta_2=-\frac{31}{2F_0^{*2}}=-\frac{31}{2}\frac{\varepsilon^6}{m^{*4}F_{\rm at}^2} .
\]

The high powers make the parameters important. At fixed permittivity, a mass 10% lower multiplies \(|\eta_2|\) by \(0.9^{-4}=1.52\).

For the dipolar part, collect the terms of order \(f^2\) in \(\langle P_2/r^3\rangle\). The angular averages are \(\overline{P_2^2}=1/5\) and \(\overline{\cos^2\theta\,P_2}=(2/3)(1/5)=2/15\). Spherical terms vanish on angular integration, which is done before the radial integral; the contact interaction already accounts for the origin. With \(\langle1/r\rangle=1\) and \(\langle r\rangle=3/2\),

\[
\begin{aligned}
\left\langle\frac{P_2}{r^3}\right\rangle
&=f^2\left[\frac{2}{15}\left\langle\frac1r+1+\frac r4\right\rangle
+\frac25\left\langle\frac{5}{8r}+\frac5{12}+\frac r{12}\right\rangle\right]\\
&=f^2\left[\frac{2}{15}\cdot\frac{19}{8}+\frac25\cdot\frac76\right]
=\frac{47}{60}f^2 .
\end{aligned}
\]

The first term comes from \(\psi_1^2\), the second from \(2\psi_0\psi_2\).

With a common magnetic prefactor, the contact coupling is \((8\pi/3)|\psi_0(0)|^2=8/3\). The dipolar component along the field is \(\langle(3\cos^2\theta-1)/r^3\rangle=2\langle P_2/r^3\rangle\). Their ratio is

\[
\frac{2(47/60)f^2}{8/3}=\frac{47}{80}f^2 .
\]

This is about 4% of the contact shift in magnitude and has the opposite sign. The two transverse components are each \(-(47/80)f^2/2\), so the dipolar tensor is traceless and does not alter the isotropic \(A\). This ratio is for a bare nucleus. In a crystal the Bloch function changes the contact and dipolar parts differently, and that anisotropy is not calculated here.

## Part (f): antimony in silicon

**Question.** Estimate the shift for an Sb donor in silicon at 3.0 kV/cm. Use the rough values \(\varepsilon=11.7\), \(m^*=0.30\) and \(A/h=190\) MHz for the lighter stable isotope. Is second order sufficient?

**Answer.** The donor length is \(a^*=2.064\) nm and the energy unit is \(E_h^*=59.63\) meV, so the model binding energy is 29.82 meV. The field unit is

\[
F_0^*=\frac{59.63\ \text{mV}}{2.064\ \text{nm}}=28.9\ \text{mV/nm}=289\ \text{kV/cm} .
\]

Hence \(f=3.0/289.0=0.01038\), and

\[
\eta_2=-\frac{15.5}{(289.0\ \text{kV/cm})^2}
=-1.86\times10^{-4}\ \text{cm}^2/\text{kV}^2,
\]

or \(-1.86\times10^{-2}\ \mu\text{m}^2/\text{V}^2\). Therefore

\[
\frac{\Delta A}{A}=-15.5(0.01038)^2=-1.67\times10^{-3},
\]

and the shift is \(-1.67\times10^{-3}\times190\ \text{MHz}=-317\) kHz within this model.

The fourth-order term is \(-769f^4=-8.9\times10^{-6}\), about 0.5% of the second-order shift. Truncation is therefore a small error here.

For tunnelling, the exponent follows from the barrier left when the Coulomb attraction is neglected. At distance \(s\) down the field the decay constant is \(\sqrt{1-2fs}\), and

\[
2\int_0^{1/(2f)}\sqrt{1-2fs}\,ds=\frac{2}{3f} .
\]

The established weak-field rate for hydrogen, whose prefactor is quoted here, is \((4/f)e^{-2/(3f)}\) in donor units. Complex-scaling calculations gave 0.674 of this rate at \(f=0.04\) and 0.596 at \(f=0.05\). At 3 kV/cm the exponent is 64.2 and the formula gives a lifetime against tunnelling alone of about \(2\times10^{11}\) s.

The situation changes quickly with field. At \(f=0.04\), or 11.6 kV/cm, the fourth-order term is still only 8% of the second-order term. The corrected rate is \(0.674\times100e^{-16.67}=3.9\times10^{-6}\) in donor units. Since \(\hbar/E_h^*=1.10\times10^{-14}\) s, the lifetime is about 3 ns, shorter than the 5 ns period of a 190 MHz oscillation. In this model tunnelling therefore spoils a hyperfine measurement while the density series still looks well behaved.

## Part (g): how far the model can be trusted

**Question.** The binding energy of Sb in silicon is roughly 43 meV, and the conduction valleys have masses of roughly 0.19 across and 0.92 along their axes. Numerical solutions that include these features separately and together are quoted below. Use them to judge the estimate, and consider valley repopulation, temperature and free carriers.

**Answer.** The central cell is the largest correction found. A Gaussian attraction \(-U_0e^{-(R/b)^2}\) was added in the \(s\) channel, with \(m^*\) and \(\varepsilon\) fixed and \(U_0\) adjusted to give 43 meV binding. The density coefficient, in the original donor units, changed from \(-15.5\) to \(-2.97\) for both \(b=0.2\) nm and \(b=0.3\) nm. The narrower well converges slowly with basis size: the \(-2.95\) listed in the numerical output for \(b=0.2\) nm lies about 0.6% short of the converged value. For these two ranges the result depends little on \(b\) once the binding energy is fixed.

Scaling of the hydrogenic model shows the direction of the change. There the binding energy varies as \(m^*/\varepsilon^2\) and \(|\eta_2|\) as \(\varepsilon^6/m^{*4}\). Raising the binding by \(43/29.82=1.44\) would divide \(|\eta_2|\) by \(1.44^4\approx4.3\) if only the mass were changed, and by \(1.44^3\approx3.0\) if only the permittivity were changed. The central cell changes neither, so its size of effect must be taken from the numerical solution: a reduction by a factor of about 5.2 for \(b=0.2\) nm. With \(b=0.2\) nm,

\[
\eta_2=-3.55\times10^{-5}\ \text{cm}^2/\text{kV}^2
=-3.55\times10^{-3}\ \mu\text{m}^2/\text{V}^2,
\]

and the shift at 3 kV/cm becomes about \(-61\) kHz.

Mass anisotropy, treated without the central cell, gives \(\eta_2=-1.17\times10^{-4}\ \text{cm}^2/\text{kV}^2\) for a field along the valley axis and \(-2.33\times10^{-4}\) across it. For a field along a cubic axis, two of the six valleys are longitudinal and four transverse. The donor ground state adds the six envelopes with equal amplitudes. To second order its fractional density change is the average of the valley changes:

\[
\frac{-1.17-2(2.33)}{3}\times10^{-4}
=-1.94\times10^{-4}\ \text{cm}^2/\text{kV}^2 .
\]

This is only 5% larger in magnitude than the isotropic value, although the two directions differ by a factor of two. When the valley masses and the central cell (\(b=0.2\) nm, 43 meV binding) are included together, the valley-averaged density coefficient is \(-3.06\) in the original donor units, a shift of about \(-63\) kHz at 3 kV/cm.

The field also shifts the valleys relative to each other, by \(\delta=10.9\ \mu\)eV at 3 kV/cm when the central cell is left out. With the central cell (\(b=0.2\) nm, 43 meV binding) the donor is less polarizable and \(\delta\) falls to \(3.7\ \mu\)eV, so the larger value used next gives an upper estimate. With shift \(\delta\) on two of six valleys, the variance over the equal-amplitude state is \(\delta^2(1/3-1/9)=2\delta^2/9\). For a valley–orbit splitting \(\Delta\) of roughly 11 meV, the probability mixed into upper states is

\[
\frac{2\delta^2}{9\Delta^2}\approx2.2\times10^{-7} .
\]

Those states have no contact density because their valley amplitudes sum to zero. With \(\delta=3.7\ \mu\)eV the formula gives about \(3\times10^{-8}\). The mixing actually connects the compact ground envelope to the wider envelope of an upper state; if the central cell binds only the symmetric valley combination, that matrix element is \(5.3\ \mu\)eV and the probability for \(\Delta=11\) meV is about \(5\times10^{-8}\). Since \(\delta\propto F^2\), this loss is of order \(F^4\), and it is negligible here. The tetrahedral symmetry of the real site also allows the field to couple the ground state directly to three of the upper valley states, which would enter at order \(F^2\); that intervalley coupling is not estimated here. At 5 K, with all five upper valley states placed at 11 meV, their thermal population is about \(4\times10^{-11}\). It rises tenfold for each meV by which the splitting is lower, but remains negligible.

Tunnelling is faster in a direction of light mass. At fixed model binding the exponent scales as the square root of the mass and falls from 64.2 to 51.1. With the prefactor unchanged, the lifetime is still several days. These exponents, and the limit near 11.6 kV/cm in part (f), belong to the model binding of 29.82 meV. The exponent grows as the binding energy to the power \(3/2\), so 43 meV raises it to about 111 for \(m^*=0.30\) and 88 for the light mass, and direct tunnelling from the Sb ground state sets in at a higher field.

Free carriers are a more practical limit. At 3 kV/cm, or 0.3 mV/nm, an electron that loses no energy gains 43 meV in \(43/0.3\approx143\) nm. The field also lowers the Coulomb barrier by \(2\sqrt f\,E_h^*\approx12\) meV, so about 103 nm suffices to reach the lowered barrier. If the distance over which the electron loses its energy is comparable with these lengths or longer, it can ionize donors by impact; nearly elastic collisions do not prevent this. The estimate therefore applies to neutral donors in a region without free carriers.

For real Sb donors in silicon, measured quadratic coefficients have a rough size of a few \(10^{-3}\ \mu\text{m}^2/\text{V}^2\). The bare hydrogenic value, \(1.9\times10^{-2}\) in magnitude, is thus several times too large, while the central-cell estimate has the right size. The input \(\varepsilon=11.7\) is also slightly high for low temperature. A rough value of 11.4 would multiply the bare \(|\eta_2|\) by \((11.4/11.7)^6=0.86\). With the central cell retuned to the same 43 meV binding the change goes the other way, a factor of about 1.08. A binding energy lower by 1 meV raises the central-cell \(|\eta_2|\) by about 11%, and \(m^*\) between 0.26 and 0.33 moves it by about 5%, so each input alone moves that estimate by 5 to 11%; combined, these changes span about \(-14\%\) to \(+25\%\) within the model. Real devices may also contain strain, which changes the valley populations and the hyperfine coupling even without a field; it is not estimated here. The coefficient \(-31/2\) is the exact second-order result for the stated hydrogenic model, but for Sb the central cell must be included before the shift is used quantitatively. The numerical output collects most of the computed values; the converged central-cell result for \(b=0.2\) nm, and the values that combine the central cell with the valley masses or with altered inputs, are not listed there.

## Table of computed values

```
Second-order energy coefficient: -2.2500 (donor a.u.)
Norm of first-order state: 5.3750 (donor a.u.)
psi2/psi0 at nucleus: -7.7500 (donor a.u.)
Density coefficient, psi2 orthogonal to psi0: -10.1250 (donor a.u.)
Density coefficient, normalized: -15.5000 (donor a.u.)
Same from matrix response: -15.500000 (donor a.u.)
Same from finite fields: -15.50000 (donor a.u.)
Fourth-order density coefficient: -769 (donor a.u.)
Dipolar coefficient <P2/r^3>: 0.78333 (donor a.u.)
Same from finite fields: 0.78333 (donor a.u.)
True/weak-field tunnel rate at f=0.05: 0.596
True/weak-field tunnel rate at f=0.04: 0.674
Input permittivity (rough): 11.7
Input isotropic mass (rough): 0.30 electron masses
Input field: 3.0 kV/cm
Input contact coupling (rough): 190 MHz
Donor Bohr radius: 2.064 nm
Donor Hartree energy: 59.63 meV
Model binding energy: 29.82 meV
Donor field unit F0: 289.0 kV/cm
Reduced field f: 0.01038
eta2: -1.8564e-04 cm^2/kV^2 = -1.8564e-02 um^2/V^2
Fractional hyperfine shift: -1.6707e-03
Hyperfine shift: -317.4 kHz
Fourth-order fractional shift: -8.93e-06
Input binding energy of Sb (rough): 43 meV
Central cell, range 0.2 nm: depth 3.96 eV
  density coefficient -2.95 (donor a.u.)
  eta2 -3.53e-05 cm^2/kV^2
Central cell, range 0.3 nm: depth 1.55 eV
  density coefficient -2.97 (donor a.u.)
  eta2 -3.56e-05 cm^2/kV^2
Input valley masses (rough): 0.19, 0.92 electron masses
Anisotropic binding energy: 29.65 meV
eta2, field along valley axis: -1.168e-04 cm^2/kV^2
eta2, field across valley axis: -2.330e-04 cm^2/kV^2
eta2, average over six valleys: -1.943e-04 cm^2/kV^2
Input valley-orbit splitting (rough): 11 meV
Valley Stark energy difference: 10.91 ueV
Fractional loss by valley repopulation: 2.2e-07
Tunnelling lifetime, isotropic model: 2.2e+11 s
Tunnelling exponent, isotropic mass: 64.2
Tunnelling exponent, light mass, same binding: 51.1
Upper valley-state fraction at 5 K: 4.1e-11
Path to gain the binding energy: 143 nm
```
